# Halevi's interpolation of the hydrodynamic plasmon parameter from the kinetic equation

## Definitions and conventions

A degenerate, isotropic gas of electrons has charge \(-e\), mass \(m\), density \(n\), Fermi speed \(v_F\) and kinetic energy \(E=mv^2/2\). The temperature is far below \(E_F/k_B\). Interactions enter through the mean electrostatic field; exchange, correlation and interband transitions are left out. Small disturbances vary as \(e^{i(qx-\omega t)}\), with real \(q>0\) and, unless stated otherwise, real \(\omega>0\).

Let \(U=-e\phi\) be the potential energy in the total field, including the induced field. With \(\epsilon=\phi_{\rm ext}/\phi\), Poisson's equation gives \(q^2\phi=q^2\phi_{\rm ext}-e\,\delta n/\epsilon_0\), hence

\[
\epsilon=1-\frac{e^2}{\epsilon_0q^2}\frac{\delta n}{U}. \tag{1}
\]

The hydrodynamic model uses continuity, \(\omega\,\delta n=qnu\), and a momentum equation for the mean velocity \(u\) with relaxation rate \(\nu\):

\[
-i\omega u=-\nu u-\frac{iq}{m}U-i\beta^2q\frac{\delta n}{n}.
\]

Multiplication by \(i\) gives \((\omega+i\nu)u=q(U/m+\beta^2\delta n/n)\). Inserting \(u=\omega\,\delta n/(qn)\) and collecting \(\delta n\),

\[
\frac{\delta n}{U}=\frac{nq^2/m}{\omega(\omega+i\nu)-\beta^2q^2},
\qquad
\epsilon=1-\frac{\omega_p^2}{\omega(\omega+i\nu)-\beta^2q^2}, \tag{2}
\]

where \(\omega_p^2=ne^2/(\epsilon_0m)\). The parameter \(\beta^2\) is defined by requiring (2) to reproduce the density response of the kinetic equation. Below, \(\tilde\omega=\omega+i\nu\), \(\kappa=qv_F\) and \(a=\kappa/\tilde\omega\). The result to be derived, for \(|a|\ll1\), is

\[
\beta^2(\omega)=v_F^2\,\frac{\tfrac35\omega+\tfrac i3\nu}{\omega+i\nu}. \tag{3}
\]

It tends to \(v_F^2/3\) for \(\omega\ll\nu\) and to \(3v_F^2/5\) for \(\omega\gg\nu\). "Low" and "high" frequency therefore refer to the collision rate, not to the plasma frequency.

## The kinetic equation

The distribution obeys

\[
\partial_tf+\mathbf v\cdot\nabla f-\nabla U\cdot\partial_{\mathbf p}f=-\nu(f-f_{\rm loc}).
\]

Collisions must not create or destroy electrons, so the relaxation is towards a local equilibrium \(f_{\rm loc}\) that has the actual local density.

Write \(f=f_0+(-f_0')\psi(\mu)\), where \(f_0'=df_0/dE\) and \(\mu\) is the cosine of the angle between \(\mathbf v\) and \(\mathbf q\). The factor \(-f_0'\) confines the disturbance to the Fermi surface, so \(v=v_F\). With \(\langle\psi\rangle=\frac12\int_{-1}^1\psi\,d\mu\), the density change is

\[
\delta n=D\langle\psi\rangle,\qquad D=\frac{dn}{dE_F}=\frac{3n}{2E_F}=\frac{3n}{mv_F^2},
\]

because \(n\propto E_F^{3/2}\). A local equilibrium with chemical potential shifted by \(\eta\) is \(f_0+(-f_0')\eta\). Equal density requires \(\eta=\langle\psi\rangle\).

The force term is \(-iqU\,v_F\mu f_0'=i\kappa\mu U(-f_0')\). Dividing the linearized equation by \(-f_0'\),

\[
-i(\omega-\kappa\mu)\psi+i\kappa\mu U=-\nu(\psi-\langle\psi\rangle).
\]

Multiplying by \(i\) and moving the terms in \(\psi\) to the left,

\[
(\tilde\omega-\kappa\mu)\psi=i\nu\langle\psi\rangle+\kappa\mu U. \tag{4}
\]

Equating \(D\langle\psi\rangle/U\) with the first expression in (2) gives the matching condition

\[
\omega\tilde\omega-\beta^2q^2=\frac{\kappa^2}{3}\frac{U}{\langle\psi\rangle}. \tag{5}
\]

## First derivation: the angular integral

Divide (4) by \(\tilde\omega(1-a\mu)\) and average over \(\mu\). Two averages occur:

\[
G=\left\langle\frac1{1-a\mu}\right\rangle=\frac{\operatorname{artanh}a}{a},
\qquad
\left\langle\frac{a\mu}{1-a\mu}\right\rangle=G-1,
\]

the second because \(a\mu=1-(1-a\mu)\). Thus

\[
\langle\psi\rangle=\frac{i\nu}{\tilde\omega}G\langle\psi\rangle+(G-1)U.
\]

Since \(\tilde\omega-i\nu G=\omega-i\nu(G-1)\), solving for the average gives

\[
\frac{\langle\psi\rangle}{U}=\frac{\tilde\omega(G-1)}{\omega-i\nu(G-1)}. \tag{6}
\]

Insert the inverse of (6) into (5):

\[
\omega\tilde\omega-\beta^2q^2=\frac{\kappa^2}{3\tilde\omega}\left[\frac{\omega}{G-1}-i\nu\right].
\]

Solve for \(\beta^2\), using \(\omega\tilde\omega/q^2=v_F^2\omega/(\tilde\omega a^2)\):

\[
\beta^2(q,\omega)=\frac{v_F^2}{\tilde\omega}\left[\frac{i\nu}{3}+\omega g(a)\right],
\qquad
g(a)=\frac1{a^2}-\frac1{3(G-1)}. \tag{7}
\]

No expansion in \(q\) has been made within the semiclassical model. For \(|a|\ll1\), the geometric series and \(\langle\mu^{2j}\rangle=1/(2j+1)\) give

\[
3(G-1)=a^2\left(1+\tfrac35a^2+\tfrac37a^4+\dots\right).
\]

Its reciprocal is

\[
\frac1{3(G-1)}=\frac1{a^2}\left[1-\tfrac35a^2+\left(\tfrac9{25}-\tfrac37\right)a^4+\dots\right].
\]

The terms \(1/a^2\) cancel in \(g\). Since \(\frac9{25}-\frac37=-\frac{12}{175}\),

\[
g=\frac35+\frac{12}{175}a^2+\dots \tag{8}
\]

The first term turns (7) into (3). The second gives the leading error, \(\frac{12}{175}v_F^2a^2\omega/\tilde\omega\).

Conservation of number is essential to the crossover. If the electrons relaxed to the undisturbed \(f_0\), the term \(i\nu\langle\psi\rangle\) would be missing and \(\langle\psi\rangle/U=G-1\). The right side of (5) would then be \(\tilde\omega^2-\frac35\kappa^2\) to order \(q^2\). The coefficient \(3/5\) would appear at every frequency, and the leading term would be \(\tilde\omega^2\) instead of \(\omega\tilde\omega\), in conflict with the form (2).

## Second derivation: moments of the Fermi surface

Expand \(\psi=\sum_l\psi_lP_l(\mu)\) in Legendre polynomials. Here \(\psi_0=\langle\psi\rangle\) is the density moment, \(\psi_1\) measures the current, and \(\psi_2\) measures the stretching of the Fermi surface along \(\mathbf q\). Let collisions relax \(\psi_l\) at rate \(\nu_l\), with \(\nu_0=0\) to conserve number. Equation (4) is the special case of equal rates for all \(l\ge1\).

The identity \((2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}\) shows that the coefficient of \(P_l\) in \(\mu\psi\) is

\[
\frac{l}{2l-1}\psi_{l-1}+\frac{l+1}{2l+3}\psi_{l+1}.
\]

The first three moment equations are therefore

\[
\begin{aligned}
\omega\psi_0&=\tfrac13\kappa\psi_1,\\
(\omega+i\nu_1)\psi_1&=\kappa\left(\psi_0+U+\tfrac25\psi_2\right),\\
(\omega+i\nu_2)\psi_2&=\kappa\left(\tfrac23\psi_1+\tfrac37\psi_3\right).
\end{aligned} \tag{9}
\]

The first is continuity and the second is momentum balance. At small \(q\), each higher moment is driven by the one below it with a factor \(\kappa\), so \(\psi_3\) may be dropped in the third. Continuity gives \(\psi_1=3\omega\psi_0/\kappa\), and then

\[
\psi_2=\frac{2\kappa}{3(\omega+i\nu_2)}\frac{3\omega\psi_0}{\kappa}=\frac{2\omega}{\omega+i\nu_2}\psi_0.
\]

Substitute both into the momentum equation and multiply by \(\kappa/3\):

\[
\omega(\omega+i\nu_1)\psi_0=\frac{\kappa^2}{3}\left[\psi_0+U+\frac45\frac{\omega}{\omega+i\nu_2}\psi_0\right].
\]

Collecting \(\psi_0\) and comparing with (5), with \(\nu_1\) as the momentum relaxation rate, gives

\[
\beta^2=v_F^2\left[\frac13+\frac4{15}\frac{\omega}{\omega+i\nu_2}\right]. \tag{10}
\]

For \(\nu_1=\nu_2=\nu\), putting the terms over a common denominator gives \((\frac13+\frac4{15})\omega+\frac i3\nu=\frac35\omega+\frac i3\nu\) in the numerator, which is (3).

The two terms have separate meanings. The Fermi pressure is \(P=\frac25nE_F\propto n^{5/3}\), so \((1/m)\,dP/dn=v_F^2/3\). This is the response of a Fermi sphere that stays round while its radius changes. The second term is the stress of a stretched sphere. For \(\omega\gg\nu_2\) collisions have no time to restore the round shape, and the stress adds its full \(4/15\) to the stiffness. For \(\omega\ll\nu_2\) the term becomes \(-\frac{4i}{15}v_F^2\omega/\nu_2\). In the momentum equation, with \(\delta n/n=qu/\omega\), it contributes \(-\frac4{15}(v_F^2/\nu_2)q^2u\), a viscous drag.

The neglected moment can be restored for equal rates. From \(\psi_3\simeq\frac35a\psi_2\), the third line of (9) becomes \((1-\frac9{35}a^2)\psi_2=\frac23a\psi_1\). The coefficient \(\frac4{15}\) is thus multiplied by \(1+\frac9{35}a^2\) to this order. The product \(\frac4{15}\cdot\frac9{35}=\frac{12}{175}\) agrees with (8).

## What each derivation assumes

Both derivations assume the linear semiclassical equation, number-conserving collisions and a spherical Fermi surface. They differ in what they leave free.

The angular integral, as carried out here, uses a single rate for all moments with \(l\ge1\). It gives the response at finite \(\kappa/|\tilde\omega|\), and the expansion comes only at the end. The moment derivation allows different rates, but dropping \(\psi_3\) limits it to small \(q\). The correction from \(\psi_3\) then has relative size \(\frac9{35}\kappa^2/|(\omega+i\nu_2)(\omega+i\nu_3)|\) in the stress term, and this must be small.

The moment derivation also identifies the rate that controls the crossover: it is \(\nu_2\), the rate at which the Fermi surface regains its round shape. Collisions that conserve total momentum contribute to \(\nu_2\) but not to \(\nu_1\). Even with \(\nu_1=0\), (10) still crosses from \(1/3\) to \(3/5\) around \(\omega=\nu_2\).

A direct solution of the kinetic equation at small \(q\) tests this with \(\omega=0.7\), \(\nu_1=0.3\) and \(\nu_2=2.0\) in a common unit. It gives \(\beta^2/v_F^2=0.362-0.083i\), in agreement with (10). Using \(\nu_1\) in place of \(\nu_2\) would give \(0.559-0.097i\).

## The crossover and its range

Multiplying numerator and denominator of (3) by \(\omega-i\nu\) separates the parts:

\[
\frac{\operatorname{Re}\beta^2}{v_F^2}=\frac{\frac35\omega^2+\frac13\nu^2}{\omega^2+\nu^2},
\qquad
\frac{\operatorname{Im}\beta^2}{v_F^2}=-\frac4{15}\frac{\omega\nu}{\omega^2+\nu^2}.
\]

At \(\omega=\nu\) the real part is \(7/15\), midway between its limits. There \(\omega\nu/(\omega^2+\nu^2)\) has its maximum \(1/2\), so the imaginary part reaches \(-2/15\). In the denominator of (2), \(-\beta^2q^2\) adds a positive imaginary part to \(i\omega\nu\): the stress increases the damping.

The low-frequency value has a wider range than the full interpolation. Equation (7) can be written

\[
\frac{\beta^2}{v_F^2}-\frac13=\frac{\omega}{\tilde\omega}\left[g(a)-\frac13\right]. \tag{11}
\]

For \(\omega\ll\nu\), \(a\simeq-i\alpha\) with \(\alpha=\kappa/\nu\), and \(G=\arctan(\alpha)/\alpha\). Then \(g\) is continuous in \(\alpha\), starts at \(3/5\) and tends to \(1/3\) as \(\alpha\to\infty\), so it is bounded. The deviation (11) is at most of order \(\omega/\nu\) for any real \(q\) in the semiclassical range. At \(\omega=0\), (5) gives \(\langle\psi\rangle=-U\), which is Thomas–Fermi screening.

This does not make the losses correct at large \(q\). With \(\omega/\tilde\omega\simeq-i\omega/\nu\), the imaginary part of the denominator in (2) is \(\omega\nu[1+\alpha^2(g-\frac13)]\). Setting \(\beta^2=v_F^2/3\) drops the second term, which is negligible when \(\alpha\ll1\), equals \(0.22\) at \(\alpha=1\) and dominates for \(\alpha\gg1\).

Away from low frequency, the interpolation loses accuracy as \(|a|\) grows. At \(\omega=\nu\) and \(\kappa=10\nu\), where \(|a|\simeq7\), the kinetic value is \(0.338-0.047i\), while (3) gives \(0.467-0.133i\). The approach to \(1/3\) follows from (7): for \(|a|\to\infty\), \(\operatorname{artanh}a\) stays finite, so \(G\to0\) and \(g\to1/3\). Here the cause is the large wavenumber, not frequent collisions.

## Two modes that show the two limits

Modes of the free gas satisfy \(\epsilon=0\), or \(\omega\tilde\omega=\omega_p^2+\beta^2q^2\). For \(\omega_p\gg\nu\) and \(\kappa\ll\omega_p\), neglecting damping gives the plasmon

\[
\omega^2=\omega_p^2+\tfrac35v_F^2q^2.
\]

Damping lowers the square of the real frequency by about \(\nu^2/4\), so the dispersion term is much larger than this neglected shift only when \(\kappa\gg\nu\).

For \(\omega_p\ll\nu\) and \(\kappa\ll\nu\), put \(\omega=-i\Gamma\) with \(\Gamma\ll\nu\). Then \(\omega\tilde\omega=\Gamma(\nu-\Gamma)\simeq\Gamma\nu\), and \(\omega/\tilde\omega\simeq-\Gamma/\nu\) is small, so \(\beta^2\simeq v_F^2/3\). Hence

\[
\Gamma\simeq\frac{\omega_p^2}{\nu}+\frac{v_F^2}{3\nu}q^2.
\]

The second term is diffusion, with the constant \(v_F^2/(3\nu)\) of a random walk in three dimensions. For \(\omega_p=0.02\nu\) and \(\kappa=0.02\nu\), the formula gives \(\Gamma/\nu=0.0004+0.0004/3=5.33\times10^{-4}\); the kinetic root is \(5.34\times10^{-4}\).

## Worked example

Take round model parameters \(v_F=1.0\times10^6\ \mathrm{m/s}\) and \(\nu=1.0\times10^{14}\ \mathrm{s^{-1}}\). Then \(k_F=mv_F/\hbar=8.64\times10^9\ \mathrm{m^{-1}}\), \(n=k_F^3/(3\pi^2)=2.18\times10^{28}\ \mathrm{m^{-3}}\) and \(\omega_p=8.32\times10^{15}\ \mathrm{rad/s}\), or \(\hbar\omega_p=5.4786\ \mathrm{eV}\). The limits of \(\beta^2\) are \(3.33\times10^{11}\) and \(6.00\times10^{11}\ \mathrm{m^2/s^2}\).

At \(q=10^7\ \mathrm{m^{-1}}\), \(\kappa=10^{13}\ \mathrm{s^{-1}}=0.1\nu\). The values of \(\beta^2/v_F^2\) are:

| \(\omega/\nu\) | kinetic equation | formula (3) |
|---|---|---|
| 0.01 | \(0.3334-0.0027i\) | \(0.3334-0.0027i\) |
| 1 | \(0.4665-0.1335i\) | \(0.4667-0.1333i\) |
| 100 | \(0.6000-0.0027i\) | \(0.6000-0.0027i\) |

The difference in the middle row has modulus \(2.4\times10^{-4}\). The error term from (8) gives the same: \(|a|^2=0.01/2\) and \(|\omega/\tilde\omega|=1/\sqrt2\), so \(\frac{12}{175}\times0.005\times0.707=2.4\times10^{-4}\).

For a plasmon at \(q=10^9\ \mathrm{m^{-1}}\), \(\kappa/\omega_p=0.1201\). Neglecting damping, the coefficient \(3/5\) gives

\[
\hbar\omega=5.4786\sqrt{1+0.6\times0.1201^2}\ \mathrm{eV}=5.502\ \mathrm{eV},
\]

which agrees with the collisionless kinetic root at this precision. The coefficient \(1/3\) would give \(5.492\ \mathrm{eV}\), and so only slightly more than half of the upward shift from \(\hbar\omega_p\).

The plasmon energy exceeds \(E_F=2.84\ \mathrm{eV}\), but this does not by itself invalidate the collisionless calculation. For a parabolic band, a transition of wavenumber \(q\) changes the electron's energy by \(\hbar qv_F\mu+\hbar^2q^2/2m\). The semiclassical equation neglects the second, recoil term, which requires \(q\ll k_F\). Here \(q/k_F=0.12\), so recoil is a small correction. These energies compare formulas within the model. They do not predict a measured energy, because exchange, correlation and interband transitions are left out. The omission is not small: the local exchange potential \(-e^2k_F/(4\pi^2\epsilon_0)\) lowers \(\beta^2/v_F^2\) by \(e^2/(12\pi^2\epsilon_0\hbar v_F)=0.23\) for a Fermi surface that stays round. For the plasmon, where the surface is stretched, exchange also stiffens the stress term. To first order in \(e^2\) the net lowering is \(3/5\) of the local value, \(0.14\), about half the difference \(4/15\) between the two limits. At this density (\(r_s=4.2\)) both numbers are only first-order estimates. The two plasmon energies also differ by only \(0.01\ \mathrm{eV}\), less than the linewidth \(\hbar\nu=0.066\ \mathrm{eV}\). The numerical output below gives the remaining values.

## Calculated quantities

```
Fermi speed vF = 1.00e+06 m/s
relaxation rate nu = 1.00e+14 1/s
Fermi energy = 2.843 eV
Fermi wavenumber kF = 8.638e+09 1/m
electron density n = 2.177e+28 1/m^3
plasma frequency omega_p = 8.323e+15 rad/s
plasma energy hbar omega_p = 5.4786 eV
omega_p/nu = 83.23
low-frequency limit vF^2/3 = 3.3333e+11 m^2/s^2
high-frequency limit 3 vF^2/5 = 6.0000e+11 m^2/s^2
table wavenumber q = 1.0e+07 1/m, q vF/nu = 0.10
beta^2/vF^2 (dimensionless): omega/nu, kinetic, interpolation
     0.01  0.3334 -0.0027 i   0.3334 -0.0027 i
     0.10  0.3360 -0.0263 i   0.3360 -0.0264 i
     1.00  0.4665 -0.1335 i   0.4667 -0.1333 i
    10.00  0.5974 -0.0264 i   0.5974 -0.0264 i
   100.00  0.6000 -0.0027 i   0.6000 -0.0027 i
finite-q error at omega = nu, q vF = 0.1 nu (dimensionless):
  kinetic 2.424e-04, leading term 2.424e-04
largest |beta^2/vF^2 - 1/3| at omega = 0.001 nu,
  q vF/nu = 0.1, 1, 10: 2.66e-04
outside validity, omega = nu, q vF = 10 nu, beta^2/vF^2:
  kinetic 0.3380 -0.0473 i
  interpolation 0.4667 -0.1333 i
two rates: omega = 0.7, nu1 = 0.3, nu2 = 2.0 (common unit)
  kinetic beta^2/vF^2 = 0.3624 -0.0831 i
  formula with nu2 = 0.3624 -0.0831 i
  formula with nu1 = 0.5586 -0.0966 i
plasmon wavenumber q = 1.0e+09 1/m
q/kF = 0.1158, q vF/omega_p = 0.1201
plasmon energy, collisionless kinetic = 5.5023 eV
plasmon energy with 3/5 = 5.5022 eV
plasmon energy with 1/3 = 5.4917 eV
plasmon coefficient at q vF = 0.05 omega_p: 0.6002
overdamped case: omega_p/nu = 0.02, q vF/nu = 0.02, 0.04
  decay rates Gamma/nu = 5.3356e-04, 9.3381e-04
  coefficient of q^2 vF^2/nu = 0.3335
diffusion constant vF^2/(3 nu) = 3.333e-03 m^2/s
```
